# Reconciling measured valence-band offsets by weighted least squares on a graph

## The decision and the model

A leakage calculation for a gate stack needs the valence offset between a channel C and a high-k oxide H. That interface has not been measured, but both materials appear in other measured pairs. Suppose the calculation tolerates a standard error of 0.18 eV. The choice is then between using an offset inferred from the other pairs and making a new measurement. It depends on the inferred offset and on its full error, including errors that several measurements share.

Let $v_a$ be the valence edge of material $a$ on a common electron-energy scale, positive upwards. An offset from $a$ to $b$ means $v_b-v_a$. The basic assumption is transitivity: each material has one $v_a$, whatever its neighbour.

In core-level photoemission the bulk distance from core level to valence edge, $k_a=E_v(a)-E_{cl}(a)$, is measured once per material. The core-level separation is measured at each interface. Since $E_v=E_{cl}+k$,

$$v_b-v_a=k_b-k_a+[E_{cl}(b)-E_{cl}(a)]_{\rm interface}.$$

Let $k_a$ carry an error $\beta_a$ of variance $s_a^2$, and let the interface term of edge $e$ carry an error $\eta_e$ of variance $\sigma_e^2$. All these errors are independent with zero mean. For $m$ measured edges and $n$ materials,

$$y=Bv+B\beta+\eta .$$

Row $e$ of $B$ has $-1$ at the tail $a$, $+1$ at the head $b$ and zeros elsewhere. Write $D={\rm diag}(\sigma_e^2)$, $W=D^{-1}$ and $w_e=1/\sigma_e^2$.

A common shift of all levels changes no offset, so one material $g$ is given $v_g=0$. Let $A$ be $B$ without column $g$, and $u$ the remaining levels. If $Au=0$, the levels are equal across every edge, hence constant on each connected part of the graph. In a connected graph that constant is $v_g=0$, so $u=0$ and $A$ has full column rank. In a disconnected graph, a part without $g$ can be shifted freely and the rank is deficient.

## Estimate and covariance

Minimise $Q(u)=(y-Au)^TW(y-Au)$. Setting the gradient $-2A^TW(y-Au)$ to zero gives

$$N\hat u=A^TWy,\qquad N=A^TWA .$$

For $x\ne0$, $x^TNx=\sum_e w_e(Ax)_e^2>0$ when the graph is connected, so the minimum is unique. The diagonal element $N_{aa}$ sums the weights of all edges touching $a$, and $-N_{ab}$ sums those joining $a$ to $b$.

Define the gain $G=N^{-1}A^TW$, so that $\hat u=Gy$ and $GA=I$. The interface errors alone give

$$GDG^T=N^{-1}A^TWDWAN^{-1}=N^{-1}.$$

The bulk errors enter as $B\beta=A\beta'$ with $\beta'_a=\beta_a-\beta_g$, because a common shift drops out of $B\beta$. Since $GA=I$, they pass unchanged into the levels:

$${\rm cov}(\hat u)=N^{-1}+M,\qquad M_{ab}=s_a^2\delta_{ab}+s_g^2 .$$

For a pair $p\to q$, let $c$ have $+1$ at $q$ and $-1$ at $p$, omitting the ground entry. Then $c^T\beta'=\beta_q-\beta_p$, and

$$\boxed{{\rm var}(\hat v_q-\hat v_p)=R_{pq}+s_p^2+s_q^2,\qquad R_{pq}=c^TN^{-1}c .}$$

$R_{pq}$ is an effective resistance. With conductances $w_e$ on the edges, unit current entering at $q$ and leaving at $p$ produces potentials $\phi=N^{-1}c$, whose difference is $c^T\phi=R_{pq}$. Another choice of ground shifts all fitted levels together, so offsets and their variances do not change.

The weights used only $D$, although the data covariance is $D+AMA^T$. This loses nothing. Any linear estimate $l^Ty$ of $c^Tu$ that is unbiased for every $u$ obeys $l^TA=c^T$. Its variance is therefore

$$l^T(D+AMA^T)l=l^TDl+c^TMc .$$

The shared part is the same for all such estimates. Put $l=f+h$ with $f=G^Tc$, so that $h^TA=0$. Because $Df=AN^{-1}c$, the cross term $h^TDf$ vanishes, and

$$l^TDl=f^TDf+h^TDh\ge f^TDf=R_{pq}.$$

The fit thus has the least variance among linear unbiased estimates. This shortcut requires every edge to use the same bulk references. If some do not, form the actual covariance $C_y$ and replace $W$ by $C_y^{-1}$ in $Q$ and in the normal equation. The tree weights, leverages and deletion formula below assume a diagonal $W$ and do not carry over. The level covariance is then $(A^TC_y^{-1}A)^{-1}$, with no $M$ added.

Treating the shared errors as independent on each edge can fail in either direction. Along a chain $p\to k\to q$ it adds a spurious $2s_k^2$, although $\beta_k$ cancels. For $j$ repeated measurements of one pair with equal $\sigma_e$ it divides $s_p^2+s_q^2$ by $j$, although repetition cannot reduce that part.

## What the fit averages

A spanning tree is a set of $n-1$ edges that connects all materials without a cycle. It fixes a lineup by simple addition of offsets. The fit is a weighted average of these lineups.

By Cramer's rule, $\hat u_k=\det(A^TWA^{(k)})/\det N$, where $A^{(k)}$ is $A$ with column $k$ replaced by $y$. The Cauchy–Binet formula expands both determinants over sets $T$ of $n-1$ rows:

$$\hat u_k=\frac{\sum_T w_T\det A_T\,\det A_T^{(k)}}{\sum_T w_T(\det A_T)^2},\qquad w_T=\prod_{e\in T}w_e .$$

By the rank argument, $\det A_T\ne0$ requires a connected set, hence a tree. A tree has an end material other than $g$, whose column holds a single $\pm1$. Expanding along it and repeating gives $\det A_T=\pm1$. Cramer's rule on the tree gives $\det A_T^{(k)}=\det A_T\,(A_T^{-1}y_T)_k$. Hence

$$\hat u=\frac{\sum_T w_T\,A_T^{-1}y_T}{\sum_T w_T}.$$

Let $a_e^T$ be row $e$ of $A$, and define the leverage $h_e=w_eR_e$ with $R_e=a_e^TN^{-1}a_e$. Since $\det N=\sum_Tw_T$ and $\partial\ln\det N/\partial w_e=a_e^TN^{-1}a_e$, $h_e$ is the weight fraction of trees that contain $e$. An edge whose removal disconnects the graph, a bridge, belongs to every tree and has $h_e=1$.

## Checking the data

Choose $m-n+1$ independent cycles and put their signed edges in the rows of $Z$. Offsets of a lineup sum to zero round a cycle, so $ZB=0$. By dimension count, $Zx=0$ also guarantees that $x$ is the offset vector of some lineup. The fit is therefore the smallest weighted correction $r=y-A\hat u$ that satisfies $Zr=Zy$. With Lagrange multipliers $\lambda$, $Wr=Z^T\lambda$, so $r=DZ^T\lambda$ and

$$\chi^2=r^TWr=(Zy)^T(ZDZ^T)^{-1}Zy .$$

The bulk errors are absent, because $ZB\beta=0$. For Gaussian interface errors this is a chi-square variable with $m-n+1$ degrees of freedom. A good value says nothing about the bulk references.

To find a suspect edge, predict it from the others. Let $\hat u_-$ be the fit without $e$ and $\rho=y_e-a_e^T\hat u_-$. Its normal equation is

$$(N-w_ea_ea_e^T)\hat u_-=A^TWy-w_ea_ey_e .$$

Rearranging gives $\hat u_-=\hat u-w_eN^{-1}a_e\rho$. Multiplication by $a_e^T$ gives $\rho=r_e+h_e\rho$, or

$$\rho=\frac{r_e}{1-h_e}.$$

Since $GD=N^{-1}A^T$, the residual covariance is $(I-AG)D(I-AG)^T=D-AN^{-1}A^T$. The standardised residual is therefore $z_e=r_e/(\sigma_e\sqrt{1-h_e})$. For a bridge $r_e=0$ and there is no prediction to compare. Edges in series, such as the only two edges at a material, have the same column of $Z$ up to sign. Since $r=DZ^T\lambda$, they have the same $|z_e|$ whatever the data, so a fault among them is detected but not located. S→N and N→H in the example below are such a pair.

## Pseudocode, cost and stability

```
input: edges (tail, head, y, sigma), bulk s, ground g
if graph is not connected: stop, report its parts
N = 0; b = 0
for each edge: w = 1/sigma^2
    add w to N[tail,tail] and N[head,head]
    subtract w from N[tail,head] and N[head,tail]
    b[head] += w*y; b[tail] -= w*y
delete row and column g of N, and entry g of b
factor N = L L^T; solve N u = b
for each wanted pair: build c; solve N phi = c
    offset = c.u
    variance = c.phi + s[p]^2 + s[q]^2
for each edge: r = y - fit; h = w*R_e
    if bridge: mark "unchecked"
    else: z = r/(sigma*sqrt(1-h))
report chi2, m-n+1, offsets, covariance
```

Assembly costs of order $m$ operations and dense Cholesky factorisation about $n^3/6$ multiply–add pairs. Each further pair costs of order $n^2$, and the full inverse of order $n^3$.

With $X=W^{1/2}A$, $N=X^TX$, so forming $N$ squares the condition number of $X$. If the $\sigma_e$ span many decades, a QR factorisation of $X$ avoids this. A weakly attached group is also visible in $N$. For a set $U$ of $|U|$ materials without the ground, inserting its indicator vector shows that the smallest eigenvalue is at most $\sum_{\rm cut}w_e/|U|$, where the sum runs over edges leaving $U$. The resulting large variance is then a property of the data, not a rounding fault.

An offset deduced from other edges is not a new measurement and must not be entered as one. A reversed sign changes a datum by $2|y_e|$; cycles can reveal it, but on a bridge it passes unseen.

## Worked example

The inputs are round chosen values. S is a silicon-like channel and the ground, I an interlayer oxide, A and H two higher-k oxides, N a nitride and C a second channel. The nine data, $s_a$ and $\sigma_e$ are listed in the numerical output below. With six materials there are $9-6+1=4$ independent cycles. One closure is

$$S\to I\to A\to S:\quad -4.40+1.10+3.50=+0.20\ {\rm eV}.$$

The others are $-0.10$, $-0.20$ and $-0.20$ eV. Together they give $\chi^2=2.66$ for 4 degrees of freedom, with probability 0.62 of a larger value. The data are consistent with their stated errors.

The normal equation at A says that weighted residuals balance there. With $w=1/0.10^2=100$, $1/0.12^2=69.4$ and $1/0.15^2=44.4$ eV$^{-2}$,

$$100(-0.082)+69.4(0.095)-44.4(-0.036)\approx0 .$$

The bridge C→A contributes nothing. The largest standardised residual belongs to S→A: $-0.082/(0.10\sqrt{1-0.551})=-1.22$. The other data predict $-3.50+0.082/0.449=-3.32$ eV for it, which is no cause for rejection.

For the target,

$$\hat v_H-\hat v_C=-2.882-0.382=-3.264\ {\rm eV}.$$

The printed total covariance gives the variance

$$(12.771+19.614-2\times3.068)\times10^{-3}=0.02625\ {\rm eV^2},$$

or a standard error of 0.162 eV. Of this variance, $0.08^2+0.05^2=0.0089$ eV² comes from bulk references and 0.0173 eV² from the interfaces. Simulated measurements with normally distributed errors of both kinds gave 0.162 eV as well.

The best single chain, C→A→S→H, gives $-3.80+3.50-2.80=-3.10$ eV. Its interface error is $\sqrt{3\times0.10^2}=0.173$ eV, and its total error $\sqrt{0.0300+0.0089}=0.197$ eV. The network meets the 0.18 eV tolerance within this model, while the chain does not. Treating shared errors as independent would give 0.178 eV, about 10% above the correct error.

The covariance also shows where a new measurement helps. Adding an edge with row $a^T$ and variance $\sigma^2$ changes $N$ to $N+aa^T/\sigma^2$. Direct multiplication verifies

$$\left(N+\frac{aa^T}{\sigma^2}\right)^{-1}=N^{-1}-\frac{N^{-1}aa^TN^{-1}}{\sigma^2+a^TN^{-1}a}.$$

The target's variance therefore falls by $(c^TN^{-1}a)^2/(\sigma^2+a^TN^{-1}a)$. Take a new S→C datum with $\sigma=0.10$ eV and the same bulk references. Subtracting $M$ from the printed covariance gives $(N^{-1})_{HC}=0.00147$ and $(N^{-1})_{CC}=0.01551$ eV². The reduction is

$$\frac{(0.00147-0.01551)^2}{0.0100+0.01551}=0.0077\ {\rm eV^2},$$

and the total error becomes $\sqrt{0.02625-0.0077}=0.136$ eV. The new edge also closes a cycle through C→A, so a fault there can be detected. The two edges at C are in series, however, and the test cannot tell which of them is wrong.

## Where real interfaces depart from the model

Bonding and charge transfer at a particular interface add a dipole step that belongs to neither material. For opposite sheets of number density $N_s$, separation $d$ and dielectric constant $\varepsilon$, Gauss's law in Gaussian units gives a field $4\pi eN_s/\varepsilon$ between them, hence an energy step

$$\tau=\frac{4\pi e^2N_sd}{\varepsilon}.$$

With $e^2=1.44$ eV nm, $N_s=0.1$ nm$^{-2}$ ($10^{13}$ cm$^{-2}$), $d=0.2$ nm and $\varepsilon=5$, $\tau=0.072$ eV. Take this as the standard deviation of independent, zero-mean dipoles. Each measured interface then has variance $\sigma_e^2+\tau^2$, and the real unmeasured interface has a further dipole of its own:

$${\rm var}=R_{pq}^{(\tau)}+s_p^2+s_q^2+\tau^2 .$$

Here $R_{pq}^{(\tau)}$ is computed with $D+\tau^2I$. The target becomes $-3.27\pm0.20$ eV, and the 0.18 eV tolerance is no longer met; it fails once $\tau$ exceeds about 0.05 eV. The chosen $N_s$ is only 1.5% of the atom density of a Si(100) surface, so this is a mild case. Real interfaces can carry dipoles of a few tenths of an eV, and $\tau=0.2$ eV would give a standard error of 0.36 eV.

The closure test is a weak guard against dipoles of this size. Let $P=I-AG$. Then $P^2=P$ and $P^TW=WP$, so $P^TWP=WP$. With the original weights, the mean of $\chi^2$ rises by $\tau^2\,{\rm tr}(WP)=\tau^2\sum_ew_e(1-h_e)$, here from 4 to 5.65. In simulation, a 5% test flagged these dipoles in only 15% of cases. The good $\chi^2$ above does not exclude them. The test gains power only for larger dipoles, flagging about 49% of cases at $\tau=0.15$ eV and 88% at 0.3 eV.

A field in the probed film gives a bias instead of a random error. For film thickness $t$ and photoelectron escape depth $\ell$, signal from depth $x$ below the surface is weighted by $e^{-x/\ell}$. Its mean distance from the interface is

$$\bar x=\frac{\int_0^t(t-x)e^{-x/\ell}dx}{\int_0^te^{-x/\ell}dx}
=t-\ell+\frac{t}{e^{t/\ell}-1}.$$

For $t=3$ nm and $\ell=2$ nm, $\bar x=1.86$ nm. A uniform 0.5 MV/cm, or 0.05 V/nm, shifts the centroid of the core line by 0.093 eV; the peak shifts by nearly the same amount when the line is broader than the 0.15 eV drop across the film. If every edge may have a bias of this size with either sign, the target's bias is bounded by $0.093\sum_e|f_e|=0.26$ eV. This worst case exceeds the statistical error. A bias pattern of the form $Bx$ leaves every cycle closed. Within the same limit per edge it can move the target by up to $2\times0.093=0.19$ eV along C→A→H, so the field must be controlled in the measurement.

Use at 100 K above the measurement temperature adds a smaller uncertainty. With rough gap slopes of 0.4 meV/K for the channel and 0.8 meV/K for the oxide, assume that each valence edge rises by between zero and its full gap narrowing. The offset then changes by at most 0.08 eV.

In real stacks, the valence offset of silicon is roughly 4 eV to silicon dioxide and roughly 3 eV to hafnia, so the inputs lie in that regime. Electron leakage depends on the conduction offset, which also needs the two gaps and is not treated here. The inferred hole barrier of 3.3 eV is far above a rough 1 eV requirement for limiting hole leakage, and none of the estimated errors changes that conclusion. They do decide whether the offset is precise enough for the tunnelling calculation. Transitivity is the assumption that real interfaces break; for the dipole size chosen here, this raises the standard error from 0.16 to 0.20 eV. Under the 0.18 eV tolerance, the inferred value is acceptable only if independent evidence limits both the dipoles and the film fields; otherwise a new measurement is needed, with the film field controlled there too. For $\tau=0.072$ eV a new S→C datum with $\sigma=0.10$ eV would bring the error to 0.168 eV, but it leaves the dipole of the C–H interface unknown. For $\tau$ above about 0.15 eV, $\tau^2+0.0089$ eV² alone exceeds $0.18^2$ eV² and no indirect datum suffices. A direct C–H measurement includes that interface's own dipole. With $\sigma=0.10$ eV and the same bulk references, its standard error is $\sqrt{0.0100+0.0089}=0.137$ eV, but an uncontrolled field would still bias it.

## Computed values

```
Edge: input, sigma, fit, residual (eV); leverage; z
S->I: -4.40, 0.08, -4.423, +0.023; 0.644; +0.49
S->A: -3.50, 0.10, -3.418, -0.082; 0.551; -1.22
S->H: -2.80, 0.10, -2.882, +0.082; 0.477; +1.13
I->A: +1.10, 0.12, +1.005, +0.095; 0.441; +1.05
I->H: +1.50, 0.12, +1.542, -0.042; 0.414; -0.46
A->H: +0.50, 0.15, +0.536, -0.036; 0.327; -0.30
S->N: -1.80, 0.10, -1.764, -0.036; 0.737; -0.71
N->H: -1.20, 0.15, -1.118, -0.082; 0.409; -0.71
C->A: -3.80, 0.10, -3.800, +0.000; 1.000; none
Level: v, interface sigma, total sigma, bulk sigma (eV)
S: +0.000, 0.000, 0.000, 0.04
I: -4.423, 0.064, 0.110, 0.08
A: -3.418, 0.074, 0.116, 0.08
H: -2.882, 0.069, 0.113, 0.08
N: -1.764, 0.086, 0.124, 0.08
C: +0.382, 0.125, 0.140, 0.05
Total covariance, order I A H N C (1e-3 eV^2)
I  12.120   3.243   3.068   2.052   3.243
A   3.243  13.514   3.068   2.052   7.114
H   3.068   3.068  12.771   3.068   3.068
N   2.052   2.052   3.068  15.375   2.052
C   3.243   7.114   3.068   2.052  19.614
Unmeasured pair: offset, interface sigma, total sigma (eV)
C->S: -0.382, 0.125, 0.140
I->N: +2.660, 0.103, 0.153
C->I: -4.805, 0.128, 0.159
A->N: +1.655, 0.109, 0.157
C->H: -3.264, 0.132, 0.162
C->N: -2.145, 0.148, 0.176
Closure SIA: +0.20 eV
Closure SIH: -0.10 eV
Closure SAH: -0.20 eV
Closure SNH: -0.20 eV
Chi-square 2.657, dof 4, p 0.617
Spanning trees: 40
C->H gain, edge order above: -0.027 -0.405 +0.330 -0.269 +0.241 +0.327 +0.102 +0.102 +1.000
C->H best single chain, interface sigma: 0.173 eV
C->H simulated total sigma: 0.1619 eV; formula 0.1620 eV
C->H, sharing ignored: -3.265 eV, sigma 0.178 eV
Largest |z|: S->A, prediction without it -3.317 eV
Dipole inputs: N 0.1 nm^-2, d 0.2 nm, eps 5
Dipole step tau: 0.072 eV
C->H with dipoles: -3.271 eV, sigma 0.199 eV
Mean chi-square with dipoles: 5.65; 5% limit 9.49; flagged 15.3 %
Field inputs: 0.5 MV/cm, escape 2 nm, film 3 nm
Mean distance 1.862 nm; field bias 0.093 eV
C->H worst-case field bias: 0.261 eV
Heating 100 K; gap slopes 0.4, 0.8 meV/K; bound 0.080 eV
```
